# Short planar contacts: interface resistance plus one third of film resistance: test program

```python
"""Short planar contact fed from one edge, with an equipotential metal.
Claim: R = Ri + Rf/3 - Ri*eps^2/45 + ..., where
  Ri = rho_c/(W L)   interface resistance,
  Rf = Rs L/W        end-to-end resistance of the film under the contact,
  eps = Rf/Ri = (L/LT)^2, LT = sqrt(rho_c/Rs) the transfer length.
For every L: Ri(1+eps/3-eps^2/45) < R < Ri(1+eps/3).
The claim is tested on resistor networks built from Ohm's law alone.
Lengths are in cm and resistances in ohm unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve

nm = 1e-7
rho_c, rho_film, thick = 1e-7, 8e-4, 20 * nm
length, width, current = 100 * nm, 1e-4, 50e-6
Rs = rho_film / thick
LT = np.sqrt(rho_c / Rs)


def node_potentials(a, b, g, ground, injected):
    """Solve Kirchhoff's current law; links a-b have conductance g."""
    n = len(injected)
    rows = np.concatenate([a, b, a, b])
    cols = np.concatenate([b, a, a, b])
    vals = np.concatenate([-g, -g, g, g])
    matrix = coo_matrix((vals, (rows, cols)), shape=(n, n)) + diags(ground)
    return spsolve(matrix.tocsc(), injected)


def interface_conductances(L, n):
    g = np.full(n + 1, L / n * width / rho_c)
    g[[0, -1]] /= 2
    return g


def ladder(L, both_edges=False, n=1000):
    """Potentials for 1 A, and powers in film and interface."""
    i = np.arange(n)
    g = np.full(n, width / (Rs * L / n))
    shunt = interface_conductances(L, n)
    injected = np.zeros(n + 1)
    injected[0] = 0.5 if both_edges else 1.0
    if both_edges:
        injected[-1] = 0.5
    v = node_potentials(i, i + 1, g, shunt, injected)
    return v, np.sum(g * np.diff(v)**2), np.sum(shunt * v**2), shunt


def parts(L):
    return rho_c / (width * L), Rs * L / width


def full_formula(L):
    return Rs * LT / width / np.tanh(L / LT)


def short_formula(L):
    Ri, Rf = parts(L)
    return Ri + Rf / 3


# Full solution and strict bounds, from short to long contacts
for ratio in (0.3, 1.0, 2.0, 3.0):
    L = ratio * LT
    Ri, Rf = parts(L)
    R_net = ladder(L)[0][0]
    assert abs(R_net / full_formula(L) - 1) < 1e-5
    assert Ri * (1 + ratio**2 / 3 - ratio**4 / 45) < R_net < Ri + Rf / 3

# Coefficients of the expansion, read from the network at small eps
L = 0.2 * LT
eps_small = 0.04
Ri, Rf = parts(L)
v, p_film, p_int, shunt = ladder(L)
assert abs((Ri + Rf / 3 - v[0]) / (Ri * eps_small**2 / 45) - 1) < 0.01
assert abs((v[-1] - Ri + Rf / 6) / (Ri * eps_small**2 * 7 / 360) - 1) < 0.01
assert abs(np.sum(shunt * v) / np.sum(shunt) / Ri - 1) < 1e-6
assert abs(p_film / Rf - 1 / 3) < 0.003
assert abs((p_int / Ri - 1) / (eps_small**2 / 45) - 1) < 0.02
v_both = ladder(L, both_edges=True)[0]
assert abs((v_both[0] - Ri) / Rf - 1 / 12) < 1e-4

# Values of the two energy functionals for the simple trial functions
s, e = sp.symbols("s e", positive=True)
trial_j = 1 - s
upper = sp.integrate(e * trial_j**2 + sp.diff(trial_j, s)**2, (s, 0, 1))
trial_v = 1 + e * ((1 - s)**2 / 2 - sp.Rational(1, 6))
lower = 2 * trial_v.subs(s, 0) - sp.integrate(
    sp.expand(sp.diff(trial_v, s)**2 / e + trial_v**2), (s, 0, 1))
assert sp.simplify(upper - 1 - e / 3) == 0
assert sp.simplify(lower - 1 - e / 3 + e**2 / 45) == 0

# Worked example
Ri, Rf = parts(length)
eps = Rf / Ri
v, p_film, p_int, shunt = ladder(length)
R_full, R_short = full_formula(length), short_formula(length)
R_both = ladder(length, both_edges=True)[0][0]
L_one_percent = brentq(lambda x: short_formula(x) / full_formula(x) - 1.01,
                       0.1 * LT, 3 * LT)

# Metal with sheet resistance Rm, current collected at its far end
Rm, n = 7.5, 1000
i = np.arange(n)
k = np.arange(n + 1)
a = np.concatenate([i, i + n + 1, k])
b = np.concatenate([i + 1, i + n + 2, k + n + 1])
g = np.concatenate([np.full(n, width * n / (Rs * length)),
                    np.full(n, width * n / (Rm * length)),
                    interface_conductances(length, n)])
ground, injected = np.zeros(2 * n + 2), np.zeros(2 * n + 2)
ground[-1], injected[0] = 1.0, 1.0
u = node_potentials(a, b, g, ground, injected)
metal_extra = u[0] - u[-1] - v[0]
metal_estimate = Rm * length / (3 * width)
assert abs(metal_extra / metal_estimate - 1) < 0.08

# Two-dimensional flow in a film that continues past both contact edges
h = 0.5 * nm
ny, n_con = round(thick / h), round(length / h)
n_side = 3 * ny
nx = n_con + 2 * n_side
cell = np.arange(nx * ny).reshape(nx, ny)
a = np.concatenate([cell[:-1].ravel(), cell[:, :-1].ravel()])
b = np.concatenate([cell[1:].ravel(), cell[:, 1:].ravel()])
ground, injected = np.zeros(nx * ny), np.zeros(nx * ny)
ground[cell[n_side:n_side + n_con, -1]] = h * width / (rho_c + rho_film * h / 2)
injected[cell[0]] = 1 / ny
u = node_potentials(a, b, np.full(len(a), width / rho_film), ground, injected)
R_2d = u[cell[0]].mean() - Rs * (n_side - 0.5) * h / width
extra_2d = R_2d - R_full
vertical = rho_film * thick / (3 * width * length)
modes = np.arange(1, 2001) * np.pi / thick
edge_factor = 1 - (1 - np.exp(-modes * length)) / (modes * length)
series_2d = rho_film / (width * length) * np.sum(
    2 / (thick * modes**2) * edge_factor)
assert abs(extra_2d / series_2d - 1) < 0.05

# Semiclassical tunnelling estimate; SI units, energies in eV
q, hbar, m0 = const.e, const.hbar, const.m_e
donors, barrier, eps_si = 1e26, 0.65, 11.7 * const.epsilon_0
m_long, m_trans = 0.92 * m0, 0.19 * m0
m_dos = (m_long * m_trans**2)**(1 / 3)


def thermal_eV(T):
    return const.k * T / q


def fermi_level(T):
    root = np.linspace(0, 1.4, 6001)

    def excess(xi):
        arg = np.clip((root**2 - xi) / thermal_eV(T), -500, 500)
        total = trapezoid(2 * root**2 / (1 + np.exp(arg)), root)
        return 3 / np.pi**2 * (2 * m_dos * q / hbar**2)**1.5 * total / donors - 1
    return brentq(excess, -0.2, 0.5)


def tunnel_energy(mass):
    return hbar / 2 * np.sqrt(donors / (mass * eps_si))


def exponent(E, top, mass):
    x = np.clip(E / top, 1e-12, 1)
    r = np.sqrt(1 - x)
    return top / tunnel_energy(mass) * (r - x * np.log((1 + r) / np.sqrt(x)))


def conductances(V, T):
    """J/V in S/m2 for four light and two heavy valleys."""
    xi, kT = fermi_level(T), thermal_eV(T)
    E = np.linspace(0, 2, 8001)
    supply = kT * (np.logaddexp(0, (xi - E) / kT)
                   - np.logaddexp(0, (xi - V - E) / kT))
    result = []
    for count, mass, parallel in ((4, m_trans, np.sqrt(m_long * m_trans)),
                                  (2, m_long, m_trans)):
        flow = trapezoid(np.exp(-exponent(E, barrier + xi - V, mass)) * supply, E)
        result.append(count * parallel * q**3 * flow
                      / (2 * np.pi**2 * hbar**3) / V)
    return np.array(result)


xi = fermi_level(300)
top = barrier + xi
depletion = np.sqrt(2 * eps_si * top / (q * donors))
E_test = 0.1
direct = 2 * depletion / hbar * quad(
    lambda y: np.sqrt(max(0, 2 * m_trans * q * (top * y * y - E_test))),
    np.sqrt(E_test / top), 1)[0]
assert abs(direct / exponent(E_test, top, m_trans) - 1) < 1e-5
g_zero = conductances(1e-5, 300)
g_bias = conductances(current * R_full, 300)
g_hot = conductances(1e-5, 400)
Rs_outside = rho_film / (thick + depletion * 100)
mobility = 1 / (q * donors * 1e-6 * rho_film)
m_cond = 3 / (1 / m_long + 2 / m_trans)
free_path = np.sqrt(2 * xi * q / m_cond) * m_cond * mobility * 1e-4 / q

print(f"contact resistivity rho_c = {rho_c:.1e} ohm cm2")
print(f"film resistivity = {rho_film:.1e} ohm cm")
print(f"film thickness = {thick/nm:.0f} nm")
print(f"contact length L = {length/nm:.0f} nm")
print(f"contact width W = {width/nm:.0f} nm")
print(f"current = {current*1e6:.0f} uA")
print(f"sheet resistance Rs = {Rs:.1f} ohm/square")
print(f"transfer length LT = {LT/nm:.2f} nm")
print(f"L/LT = {length/LT:.4f}, eps = {eps:.4f}")
print(f"interface resistance Ri = {Ri:.3f} ohm")
print(f"film resistance Rf = {Rf:.3f} ohm, one third = {Rf/3:.3f} ohm")
print(f"short formula Ri+Rf/3 = {R_short:.3f} ohm")
print(f"full one-dimensional formula = {R_full:.3f} ohm")
print(f"resistor ladder = {v[0]:.3f} ohm")
print(f"next term -Ri eps^2/45 = {-Ri*eps**2/45:.3f} ohm")
print(f"lower bound = {R_short-Ri*eps**2/45:.3f} ohm")
print(f"short formula error = {100*(R_short/R_full-1):.3f} %")
print(f"front potential = {1e3*current*v[0]:.3f} mV")
print(f"mean potential = {1e3*current*np.sum(shunt*v)/shunt.sum():.3f} mV")
print(f"far-end potential = {1e3*current*v[-1]:.3f} mV")
print(f"front/far-end interface current density = {v[0]/v[-1]:.4f}")
print(f"film power / I^2 = {p_film:.3f} ohm")
print(f"interface power / I^2 = {p_int:.3f} ohm")
print(f"fed from both edges: ladder = {R_both:.3f} ohm")
print(f"fed from both edges: Ri+Rf/12 = {Ri+Rf/12:.3f} ohm")
for L in (50 * nm, 200 * nm, 400 * nm):
    print(f"L = {L/nm:.0f} nm: short = {short_formula(L):.3f} ohm, "
          f"full = {full_formula(L):.3f} ohm")
print(f"long-contact limit Rs LT/W = {Rs*LT/width:.3f} ohm")
print(f"1 % error at L = {L_one_percent/nm:.1f} nm, "
      f"L/LT = {L_one_percent/LT:.3f}")
print(f"2D flow adds (network) = {extra_2d:.3f} ohm")
print(f"2D flow, vertical estimate = {vertical:.3f} ohm")
print(f"2D flow, estimate with edges = {series_2d:.3f} ohm")
print(f"metal sheet resistance (rough) = {Rm:.1f} ohm/square")
print(f"metal adds (network) = {metal_extra:.3f} ohm")
print(f"metal estimate Rm L/(3W) = {metal_estimate:.3f} ohm")
print(f"donor density (rough) = {donors*1e-6:.1e} cm-3")
print(f"barrier (rough) = {barrier:.2f} eV")
print(f"Fermi level above band edge, 300 K = {xi:.3f} eV")
print(f"thermal energy, 300 K = {thermal_eV(300):.4f} eV")
print(f"depletion width = {depletion*1e9:.2f} nm")
print(f"sheet resistance outside contact = {Rs_outside:.1f} ohm/square")
print(f"error in Rf/3 if outside value used = "
      f"{(Rs_outside-Rs)*length/(3*width):.3f} ohm")
print(f"tunnelling energy E00, light mass = {tunnel_energy(m_trans):.3f} eV")
print(f"tunnelling energy E00, heavy mass = {tunnel_energy(m_long):.3f} eV")
print(f"tunnelling estimate of rho_c = {1e4/g_zero.sum():.1e} ohm cm2")
print(f"heavy-valley share of conductance = {100*g_zero[1]/g_zero.sum():.2f} %")
print(f"rho_c change at front potential = "
      f"{100*(g_zero.sum()/g_bias.sum()-1):.2f} %")
print(f"rho_c change, 300 to 400 K = {100*(g_zero.sum()/g_hot.sum()-1):.1f} %")
print(f"film field at front edge = {current*Rs/width:.0f} V/cm")
print(f"mobility from resistivity = {mobility:.1f} cm2/Vs")
print(f"mean free path (rough) = {free_path*1e9:.1f} nm")
print("checks complete")
```

It prints:

```
contact resistivity rho_c = 1.0e-07 ohm cm2
film resistivity = 8.0e-04 ohm cm
film thickness = 20 nm
contact length L = 100 nm
contact width W = 1000 nm
current = 50 uA
sheet resistance Rs = 400.0 ohm/square
transfer length LT = 158.11 nm
L/LT = 0.6325, eps = 0.4000
interface resistance Ri = 100.000 ohm
film resistance Rf = 40.000 ohm, one third = 13.333 ohm
short formula Ri+Rf/3 = 113.333 ohm
full one-dimensional formula = 112.991 ohm
resistor ladder = 112.991 ohm
next term -Ri eps^2/45 = -0.356 ohm
lower bound = 112.978 ohm
short formula error = 0.303 %
front potential = 5.650 mV
mean potential = 5.000 mV
far-end potential = 4.682 mV
front/far-end interface current density = 1.2068
film power / I^2 = 12.661 ohm
interface power / I^2 = 100.330 ohm
fed from both edges: ladder = 103.311 ohm
fed from both edges: Ri+Rf/12 = 103.333 ohm
L = 50 nm: short = 206.667 ohm, full = 206.623 ohm
L = 200 nm: short = 76.667 ohm, full = 74.196 ohm
L = 400 nm: short = 78.333 ohm, full = 64.054 ohm
long-contact limit Rs LT/W = 63.246 ohm
1 % error at L = 139.3 nm, L/LT = 0.881
2D flow adds (network) = 0.509 ohm
2D flow, vertical estimate = 0.533 ohm
2D flow, estimate with edges = 0.508 ohm
metal sheet resistance (rough) = 7.5 ohm/square
metal adds (network) = 0.261 ohm
metal estimate Rm L/(3W) = 0.250 ohm
donor density (rough) = 1.0e+20 cm-3
barrier (rough) = 0.65 eV
Fermi level above band edge, 300 K = 0.065 eV
thermal energy, 300 K = 0.0259 eV
depletion width = 3.04 nm
sheet resistance outside contact = 347.2 ohm/square
error in Rf/3 if outside value used = -1.760 ohm
tunnelling energy E00, light mass = 0.125 eV
tunnelling energy E00, heavy mass = 0.057 eV
tunnelling estimate of rho_c = 5.8e-08 ohm cm2
heavy-valley share of conductance = 0.16 %
rho_c change at front potential = 1.45 %
rho_c change, 300 to 400 K = -14.7 %
film field at front edge = 200 V/cm
mobility from resistivity = 78.0 cm2/Vs
mean free path (rough) = 3.4 nm
checks complete
```
